\section*{Second-order kinetic energy density from the Wigner–Kirkwood series}

\section*{What is being expanded}

\textbf{Q.} You want to write the kinetic energy density of a Fermi system as a function of its density and the derivatives of that density. Before I object to the method, which kinetic energy density do you mean? There is more than one.

\textbf{A.} I use Hartree atomic units and take non-interacting, spin-unpolarized fermions at zero temperature, with $H=-\tfrac12\nabla^2+V(\mathbf r)$ and $H\phi_i=\varepsilon_i\phi_i$. Orbitals with $\varepsilon_i<\mu$ hold two particles each. Then
\begin{equation}
n=2\sum_i|\phi_i|^2,\qquad \tau=\sum_i|\nabla\phi_i|^2,\qquad
\tau_L=-\sum_i\mathrm{Re}\,\phi_i^*\nabla^2\phi_i .
\end{equation}
The prefactor of $\tau$ is the spin factor 2 times $\tfrac12$. I want $\tau$, which is nowhere negative. The two forms are related through $\nabla^2|\phi|^2=2|\nabla\phi|^2+2\,\mathrm{Re}\,\phi^*\nabla^2\phi$. Halving this and summing over $i$ gives $\tfrac14\nabla^2 n=\tau-\tau_L$, so
\begin{equation}
\tau=\tau_L+\tfrac14\nabla^2 n. \label{link}
\end{equation}
It is enough to find $n$ and $\tau_L$.

\textbf{Q.} Both are sums over orbitals you do not know. How does a smooth potential help?

\textbf{A.} It helps with the Bloch function, in which every orbital appears with an exponential weight:
\begin{equation}
C(\mathbf r;\beta)=\langle\mathbf r|e^{-\beta H}|\mathbf r\rangle=\sum_i|\phi_i(\mathbf r)|^2e^{-\beta\varepsilon_i}.
\end{equation}
The sum now runs over all orbitals. The sharp occupation is recovered afterwards. With the zero of energy below the spectrum, $\int_0^\infty d\mu\,e^{-\beta\mu}\theta(\mu-\varepsilon)=e^{-\beta\varepsilon}/\beta$, and therefore
\begin{equation}
n=2\mathcal L^{-1}\!\left[\frac{C}{\beta}\right]\!(\mu),\qquad
\tau_L=2\mathcal L^{-1}\!\left[\frac{-\partial_\beta C-VC}{\beta}\right]\!(\mu). \label{inv}
\end{equation}
The second formula holds because $-\tfrac12\nabla^2\phi_i=(\varepsilon_i-V)\phi_i$, and $-\partial_\beta-V$ produces the factor $\varepsilon_i-V$.

\section*{The Wigner--Kirkwood series}

\textbf{Q.} The kinetic operator and $V$ do not commute, so $e^{-\beta H}$ does not factorize. What do you do about that?

\textbf{A.} I compute the correction to factorization. The trace over plane waves gives
\begin{equation}
C=\int\!\frac{d^3k}{(2\pi)^3}\,u,\qquad u=e^{-i\mathbf k\cdot\mathbf r}e^{-\beta H}e^{i\mathbf k\cdot\mathbf r}.
\end{equation}
Moving the plane wave through $H$ turns it into $\tfrac12k^2-i\mathbf k\cdot\nabla-\tfrac12\nabla^2+V$, so
\begin{equation}
\partial_\beta u=-\left(\tfrac12k^2+V-i\mathbf k\cdot\nabla-\tfrac12\nabla^2\right)u .
\end{equation}
Set $u=e^{-\beta(k^2/2+V)}w$, with $w=1$ at $\beta=0$. The terms $\tfrac12k^2+V$ cancel, and the derivatives act on $e^{-\beta V}w$:
\begin{align}
\partial_\beta w={}&i\mathbf k\cdot(\nabla w-\beta w\nabla V)\notag\\
&+\tfrac12\left(\nabla^2w-2\beta\nabla V\cdot\nabla w-\beta w\nabla^2V+\beta^2w|\nabla V|^2\right). \label{w}
\end{align}
No approximation has been made so far.

\textbf{Q.} And what is small?

\textbf{A.} The gradients of $V$, not $V$ itself. Write $V(\mathbf r)=v(\lambda\mathbf r)$ with fixed $v$ and small $\lambda$. Each gradient brings one factor of $\lambda$. Let $w=1+w_1+w_2+\dots$, where $w_j$ contains $j$ gradients. At first order (\ref{w}) reads $\partial_\beta w_1=-i\beta\,\mathbf k\cdot\nabla V$, so
\begin{equation}
w_1=-\tfrac i2\beta^2\,\mathbf k\cdot\nabla V .
\end{equation}
At second order,
\begin{align}
\partial_\beta w_2&=i\mathbf k\cdot\nabla w_1-i\beta(\mathbf k\cdot\nabla V)w_1-\tfrac12\beta\nabla^2V+\tfrac12\beta^2|\nabla V|^2\notag\\
&=\tfrac12\beta^2(\mathbf k\cdot\nabla)^2V-\tfrac12\beta^3(\mathbf k\cdot\nabla V)^2-\tfrac12\beta\nabla^2V+\tfrac12\beta^2|\nabla V|^2 .
\end{align}
The first sign comes from $i(-i)=1$ and the second from $(-i)(-i)=-1$. Integration from $\beta=0$ gives
\begin{equation}
w_2=\tfrac16\beta^3(\mathbf k\cdot\nabla)^2V-\tfrac18\beta^4(\mathbf k\cdot\nabla V)^2-\tfrac14\beta^2\nabla^2V+\tfrac16\beta^3|\nabla V|^2 .
\end{equation}
Now integrate over $\mathbf k$ with the weight $e^{-\beta k^2/2}$. Its integral is $\int d^3k\,e^{-\beta k^2/2}/(2\pi)^3=(2\pi\beta)^{-3/2}$, and the averages are $\langle k_i\rangle=0$ and $\langle k_ik_j\rangle=\delta_{ij}/\beta$. Thus $w_1$ drops out. The coefficient of $\beta^2\nabla^2V$ is $\tfrac16-\tfrac14=-\tfrac1{12}$, and that of $\beta^3|\nabla V|^2$ is $-\tfrac18+\tfrac16=\tfrac1{24}$:
\begin{equation}
C=\frac{e^{-\beta V}}{(2\pi\beta)^{3/2}}\left[1-\frac{\beta^2}{12}\nabla^2V+\frac{\beta^3}{24}|\nabla V|^2\right]. \label{wk}
\end{equation}
The next correction is of order $\lambda^4$, because a scalar built from $V$ needs its gradients contracted in pairs.

\section*{The inversion}

\textbf{Q.} Here I object. The corrections carry positive powers of $\beta$. Divided by $\beta$, the last one behaves as $\beta^{1/2}$, which grows at large $\beta$. No ordinary function has such a Laplace transform.

\textbf{A.} Correct, if the transform is required to converge at the turning point $\mu=V$. Let $D=\mu-V>0$. The standard rule is
\begin{equation}
\mathcal L^{-1}\!\left[\beta^{-\nu}e^{-\beta V}\right]=\frac{D^{\nu-1}}{\Gamma(\nu)}\qquad(\nu>0). \label{rule}
\end{equation}
For $\beta^{1/2}=\beta\cdot\beta^{-1/2}$, multiplication by $\beta$ becomes $d/d\mu$, understood in the sense of distributions. Any extra contribution sits at $D=0$. Away from that point,
\begin{equation}
\mathcal L^{-1}\!\left[\beta^{1/2}e^{-\beta V}\right]=\frac{d}{d\mu}\frac{D^{-1/2}}{\sqrt\pi}=-\frac{D^{-3/2}}{2\sqrt\pi}. \label{half}
\end{equation}
So the results below apply at most inside the classically allowed region, and even there they give only the smooth part: oscillating terms, discussed below, are lost.

For the density, the three terms of $C/\beta$ have powers $\beta^{-5/2}$, $\beta^{-1/2}$ and $\beta^{1/2}$. With $\Gamma(\tfrac52)=\tfrac34\sqrt\pi$, $\Gamma(\tfrac12)=\sqrt\pi$ and the common factor $2(2\pi)^{-3/2}/\sqrt\pi=1/(\sqrt2\,\pi^2)$,
\begin{equation}
n=\frac1{\sqrt2\,\pi^2}\left[\frac43D^{3/2}-\frac{\nabla^2V}{12}D^{-1/2}-\frac{|\nabla V|^2}{48}D^{-3/2}\right].
\end{equation}
In terms of the local Fermi momentum $p=\sqrt{2D}$ this is
\begin{equation}
n=\frac{p^3}{3\pi^2}-\frac{\nabla^2V}{12\pi^2p}-\frac{|\nabla V|^2}{24\pi^2p^3}\equiv n_0+n_2, \label{n}
\end{equation}
where $n_0=p^3/(3\pi^2)$.

\textbf{Q.} And $\tau_L$?

\textbf{A.} A term $a\beta^{-s}e^{-\beta V}$ of $C$ becomes $as\,\beta^{-s-1}e^{-\beta V}$ under $-\partial_\beta-V$, because the derivative of the exponential cancels $V$. After division by $\beta$, rule (\ref{rule}) gives $as\,D^{s+1}/\Gamma(s+2)$. The exponents are $s=\tfrac32,-\tfrac12,-\tfrac32$, and the Gamma functions are $\Gamma(\tfrac72)=\tfrac{15}8\sqrt\pi$, $\Gamma(\tfrac32)=\tfrac12\sqrt\pi$ and $\Gamma(\tfrac12)=\sqrt\pi$. The numerical factors are
\begin{equation}
\tfrac32\cdot\tfrac8{15}=\tfrac45,\qquad
\left(-\tfrac1{12}\right)\!\left(-\tfrac12\right)\cdot2=\tfrac1{12},\qquad
\tfrac1{24}\left(-\tfrac32\right)=-\tfrac1{16}.
\end{equation}
Therefore
\begin{align}
\tau_L&=\frac1{\sqrt2\,\pi^2}\left[\frac45D^{5/2}+\frac{\nabla^2V}{12}D^{1/2}-\frac{|\nabla V|^2}{16}D^{-1/2}\right]\notag\\
&=\frac{p^5}{10\pi^2}+\frac{p\,\nabla^2V}{24\pi^2}-\frac{|\nabla V|^2}{16\pi^2p}. \label{tl}
\end{align}
As a test, the program inverts the series for $n$ and $\tau_L$ by numerical contour integration at one set of values with $D>0$. It agrees with (\ref{n}) and (\ref{tl}) to within $10^{-8}$ atomic units.

\textbf{Q.} A second objection. The series is organized around small $\beta$, yet a sharp Fermi level needs the whole inversion contour. Can you invert term by term?

\textbf{A.} It gives the smooth part, and something can be lost. Take the isotropic oscillator of frequency $\omega$ at its centre, where $C=[\omega/(2\pi\sinh\beta\omega)]^{3/2}$. This is singular at $\beta=0$ and also at $\beta=i\pi m/\omega$ for every non-zero integer $m$. In the inversion integral the factor $e^{\beta\mu}$ turns the latter into terms oscillating as $e^{i\pi m\mu/\omega}$, which have no expansion in powers of $\omega$. These are shell oscillations, and a gradient series cannot contain them. The expansion is an asymptotic statement about slowly varying potentials, with such terms left out. They need not be small. At the centre of the oscillator only the $s$ states contribute, so the exact $n$ is a staircase in $\mu$ with steps every $2\omega$, while $n_0$ rises smoothly with slope $dn_0/d\mu=p/\pi^2$. The difference is a sawtooth of amplitude about $\omega p/\pi^2$. This is first order in $\omega$ and, as $\omega\to0$, larger than the kept correction $|n_2|=\omega^2/(4\pi^2p)$. There the series describes only the smooth part of the density, with the oscillating terms removed. This is not the same as a plain average over one period in $\mu$: averaging $n_0$ alone over a window of width $2\omega$ already shifts it by $\tfrac16\omega^2\,d^2n_0/d\mu^2=\omega^2/(6\pi^2p)$, which is of the same order as $n_2$. Oscillations also arise without shells. For $V=Fz$ the exact Bloch function is $C=(2\pi\beta)^{-3/2}e^{-\beta V+\beta^3F^2/24}$, which has no singularity at finite non-zero $\beta$. The inversion integral, however, has saddle points at $\beta=\pm2ip/F$, where $D+\beta^2F^2/8=0$. They give terms oscillating as $e^{\pm2ip^3/(3F)}$, the interference of waves reflected at the turning point. Their amplitude in $n$ is $F^2/(4\pi^2p^3)=6|n_2|$, and this ratio does not decrease however deep one goes into the allowed region. Whether such terms matter has to be judged for each system.

\section*{Eliminating the potential}

\textbf{Q.} You now have two functions of $V$. I was promised a function of $n$.

\textbf{A.} First I pass from $\tau_L$ to $\tau$. In (\ref{link}) the Laplacian already costs two gradients, so $n_0$ suffices there. From $p^2=2(\mu-V)$ follows $\nabla p=-\nabla V/p$, and
\begin{equation}
\nabla n_0=\frac{p^2\nabla p}{\pi^2}=-\frac{p\nabla V}{\pi^2},\qquad
\nabla^2n_0=-\frac{p\nabla^2V}{\pi^2}+\frac{|\nabla V|^2}{\pi^2p}. \label{grads}
\end{equation}
Adding a quarter of the last expression to (\ref{tl}), with $\tfrac1{24}-\tfrac14=-\tfrac5{24}$ and $-\tfrac1{16}+\tfrac14=\tfrac3{16}$, gives
\begin{equation}
\tau=\frac{p^5}{10\pi^2}-\frac{5p\,\nabla^2V}{24\pi^2}+\frac{3|\nabla V|^2}{16\pi^2p}. \label{tauv}
\end{equation}

\textbf{Q.} The first term looks like the Thomas--Fermi energy density. May I simply replace it by that function of $n$?

\textbf{A.} Not without a correction. The Thomas--Fermi function is
\begin{equation}
\tau_{TF}(n)=\tfrac3{10}(3\pi^2)^{2/3}n^{5/3},
\end{equation}
and $p^5/(10\pi^2)$ equals $\tau_{TF}(n_0)$, not $\tau_{TF}(n_0+n_2)$. The difference is of second order, the same order as the terms we are collecting. Since $d\tau_{TF}/dn=\tfrac12(3\pi^2n)^{2/3}$, which is $p^2/2$ at $n_0$,
\begin{equation}
\tau_{TF}(n)=\frac{p^5}{10\pi^2}+\frac{p^2}2n_2
=\frac{p^5}{10\pi^2}-\frac{p\,\nabla^2V}{24\pi^2}-\frac{|\nabla V|^2}{48\pi^2p}.
\end{equation}
Subtracting this from (\ref{tauv}), with $-\tfrac5{24}+\tfrac1{24}=-\tfrac16$ and $\tfrac3{16}+\tfrac1{48}=\tfrac5{24}$,
\begin{equation}
\tau-\tau_{TF}(n)=-\frac{p\,\nabla^2V}{6\pi^2}+\frac{5|\nabla V|^2}{24\pi^2p}. \label{diff}
\end{equation}
In these remaining terms $n$ and $n_0$ may be interchanged, at the cost of a fourth-order error. From (\ref{grads}),
\begin{equation}
\frac{|\nabla n|^2}n=\frac{p^2|\nabla V|^2}{\pi^4}\cdot\frac{3\pi^2}{p^3}=\frac{3|\nabla V|^2}{\pi^2p},
\end{equation}
so that
\begin{equation}
\frac{|\nabla V|^2}{\pi^2p}=\frac{|\nabla n|^2}{3n},\qquad
\frac{p\,\nabla^2V}{\pi^2}=-\nabla^2n+\frac{|\nabla n|^2}{3n}.
\end{equation}
Insertion into (\ref{diff}) gives
\begin{equation}
\tau-\tau_{TF}=\frac{\nabla^2n}6+\left(-\frac1{18}+\frac5{72}\right)\frac{|\nabla n|^2}n
=\frac{\nabla^2n}6+\frac1{72}\frac{|\nabla n|^2}n .
\end{equation}
With the von Weizs\"acker density $\tau_W=|\nabla n|^2/(8n)$, the last term is $\tau_W/9$. Through second order in gradients, and with oscillating terms left out,
\begin{equation}
\boxed{\;\tau=\tau_{TF}+\tfrac19\tau_W+\tfrac16\nabla^2n\;} \label{main}
\end{equation}

\textbf{Q.} Had you stayed with $\tau_L$, what would change?

\textbf{A.} By (\ref{link}), the Laplacian coefficient would be $\tfrac16-\tfrac14=-\tfrac1{12}$. The other terms would stay. The total kinetic energy is the same for both forms when the flux of $\nabla n$ through the boundary vanishes. The Laplacian then integrates to zero. If the expansion also holds throughout the region, as it does in the cosine potential tested below (the condition $\mu>V$ everywhere does not by itself exclude shell oscillations), the energy through this order is $T_{TF}+T_W/9$. Regions with turning points are not covered by this derivation.

\section*{A gas with a known answer}

\textbf{Q.} Show me a case where the orbitals are known and the coefficients could come out wrong.

\textbf{A.} Take a three-dimensional gas in $V=V_0\cos qx$ with $V_0=0.1$ and $\mu=0.5$ hartree. Then $\mu>V$ everywhere and $p$ never vanishes. The motion along $x$ is solved by diagonalization in plane waves, and the free transverse motion is integrated analytically. The density $\tau$ is built from orbital gradients, without the expansion.

For $q=0.2$ bohr$^{-1}$, in units of $10^{-6}$ hartree/bohr$^3$:
\begin{center}
\begin{tabular}{rrrrrr}
$V$ (hartree) & $\tau_{TF}$ & $\tau_W/9$ & $\nabla^2n/6$ & sum & exact\\
$0.1$ & 5815.1 & 0.0 & 60.1 & 5875.2 & 5875.2\\
$0.0$ & 10131.3 & 1.7 & 6.8 & 10139.8 & 10139.8\\
$-0.1$ & 15964.3 & 0.0 & $-73.8$ & 15890.5 & 15890.5
\end{tabular}
\end{center}
In the middle row, $10131.3+1.7+6.8=10139.8$. The unrounded difference between exact value and sum is $0.031$ in these units, about $0.4\%$ of the amount by which $\tau$ exceeds $\tau_{TF}$ there. In the outer rows $\nabla n=0$, so $\tau_W$ vanishes and the Laplacian supplies the whole correction. It is positive at the density minimum and negative at the maximum.

In the middle row $\nabla^2V=0$, yet $\nabla^2n$ does not vanish. By (\ref{grads}) it equals $|\nabla V|^2/(\pi^2p)=|\nabla n|^2/(3n)$ at leading order. The Laplacian term is then $|\nabla n|^2/(18n)$, four times $\tau_W/9$. The computed ratio is $6.822/1.678=4.07$.

\textbf{Q.} Three points at one value of $q$, with a gradient term of only $1.7$ units, fix the two coefficients only roughly.

\textbf{A.} So they were fitted. At each $q$, the exact $\tau-\tau_{TF}$ over a whole period was fitted by a combination of $|\nabla n|^2/n$ and $\nabla^2n$. At $q=0.025$ bohr$^{-1}$ the coefficients are $0.0138924$ and $0.1666650$. Extrapolated to $q\to0$ from $q=0.05$ and $0.025$ bohr$^{-1}$, taking the deviation proportional to $q^2$, they are $0.0138889$ and $0.1666667$, which match $1/72$ and $1/6$ to the digits shown. Halving $q$ from $0.05$ to $0.025$ bohr$^{-1}$ reduces the largest error of (\ref{main}) by a factor $16.01$, as a fourth-order remainder requires. Shell oscillations are therefore not visible in this gas at that accuracy.

\section*{Where it fails}

\textbf{Q.} The exact $\tau$ cannot be negative. Can your formula?

\textbf{A.} Yes. Put two non-interacting electrons in the orbital $\phi=e^{-r}/\sqrt\pi$, so that $n=2e^{-2r}/\pi$. Here $|\nabla\phi|=\phi$, hence $\tau=\phi^2=n/2$. The Laplacian is
\begin{equation}
\nabla^2n=n''+\frac2rn'=\left(4-\frac4r\right)n,
\end{equation}
which tends to $-\infty$ at the nucleus while $\tau_{TF}$ and $\tau_W$ stay finite. At $r=0.05$ bohr the sum in hartree/bohr$^3$ is $1.145+0.032-7.296=-6.119$, whereas the exact value is $0.288$. The potential $-1/r$ is not slowly varying there, so the premise of the derivation is violated.

\textbf{Q.} In that example $\tau_W$ alone would have been right. Why, then, a ninth of it?

\textbf{A.} For one doubly occupied real orbital, $\nabla n=4\phi\nabla\phi$ gives $\tau_W=16\phi^2|\nabla\phi|^2/(16\phi^2)=|\nabla\phi|^2=\tau$ at every point. That is a different regime. The factor $\tfrac19$ belongs to a locally filled Fermi sphere in a potential that varies slowly on the length scale $1/p$.

\textbf{Q.} How would I recognize that regime in advance?

\textbf{A.} Compare the corrections in (\ref{tauv}) with its leading term. Up to numerical factors, their ratios to $p^5$ are $|\nabla^2V|/p^4$ and $|\nabla V|^2/p^6$, and both must be small. For a uniform potential they vanish and Thomas--Fermi theory is recovered. Near a classical turning point $p\to0$ and both ratios diverge if the derivatives of $V$ stay non-zero, so (\ref{n}) and (\ref{tauv}) break down there, and the derivation does not cover that point or the density tail beyond. Formula (\ref{main}) contains only $n$ and stays finite, but its remainder is no longer controlled. In a tail $n\propto e^{-2\kappa z}$ carried by one orbital, $\tau=\tau_W$, $\nabla^2n=8\tau_W$ and $\tau_{TF}$ becomes negligible, so the formula gives $(\tfrac19+\tfrac43)\tau_W=\tfrac{13}9\tau$. Small ratios are not sufficient. For $V=V_0\cos qx$ both are small at any $q$ once $V_0$ is small enough. But an omitted term $\beta^3\nabla^4V$ in the Bloch series stands to the kept term $\beta^2\nabla^2V$ as $\beta q^2$, which the inversion turns into a relative size of order $q^2/p^2$. So the potential must also vary slowly on the length scale $1/p$. Even then oscillating terms are not excluded, and they need a separate check. They include shell oscillations and the oscillations sent inward by a turning point. In the linear potential $V=Fz$ all the conditions above hold far inside the allowed region, yet the exact $\nabla^2n$ oscillates between zero and twice the smooth value in (\ref{grads}). The local relation there is $\tau=\tau_{TF}-\tfrac19\tau_W+\tfrac14\nabla^2n$. It agrees with (\ref{main}) only on average over an oscillation, and pointwise it differs from (\ref{main}) by up to $\tfrac29\tau_W$. In a system bounded by a surface, (\ref{main}) therefore cannot be assumed to hold point by point, even far from the turning point.

\section*{Computed results}
\begin{verbatim}
Units: energy hartree, length bohr, n bohr^-3, tau hartree/bohr^3
mu = 0.5 hartree, V0 = 0.1 hartree
Bloch series, beta = 2.0 hartree^-1, max error (bohr^-1):
  q=0.1: 1.491e-07  q=0.05: 9.329e-09  ratio 15.984
3D oscillator, beta = 1.3 hartree^-1, omega*r = 0.7 hartree^(1/2)
  order omega^2: exact -0.3776446  series -0.3776446 hartree^-2
Laplace inversion at mu-V=0.6, Lap V=0.3, |grad V|^2=0.2 (a.u.)
  n    : contour 0.041442076  closed 0.041442076
  tau_L: contour 0.016214051  closed 0.016214051
3D elimination, tau - tau_TF at second order:
  from V 0.0097353695  from n 0.0097353695
Cosine gas at q = 0.2 bohr^-1
 x = 0.0000 bohr, V = 0.1000 hartree
  n = 0.02420442  exact tau = 0.005875157
  TF = 0.005815135  W/9 = 2.452e-35  Lap/6 = 6.010e-05
  sum = 0.005875234  exact-TF = 6.002e-05  exact-sum = -7.675e-08
 x = 7.8540 bohr, V = 0.0000 hartree
  n = 0.03377200  exact tau = 0.010139784
  TF = 0.010131254  W/9 = 1.678e-06  Lap/6 = 6.822e-06
  sum = 0.010139753  exact-TF = 8.530e-06  exact-sum = 3.090e-08
 x = 15.7080 bohr, V = -0.1000 hartree
  n = 0.04436586  exact tau = 0.015890509
  TF = 0.015964305  W/9 = 5.658e-35  Lap/6 = -7.382e-05
  sum = 0.015890482  exact-TF = -7.380e-05  exact-sum = 2.733e-08
q (bohr^-1), fitted |grad n|^2/n and Lap n coefficients, mean ratio
  0.200  0.0141186  0.1665602  0.1117324
  0.100  0.0139455  0.1666401  0.1112657
  0.050  0.0139030  0.1666600  0.1111497
  0.025  0.0138924  0.1666650  0.1111208
  q->0   0.0138889  0.1666667  0.1111111
  theory 0.0138889  0.1666667  0.1111111
q (bohr^-1), max errors: tau[n], n[V], tau[V]
  0.200  7.675e-08  1.513e-07  3.265e-07
  0.100  4.738e-09  9.274e-09  2.025e-08
  0.050  2.953e-10  5.770e-10  1.264e-09
  0.025  1.844e-11  3.602e-11  7.895e-11
Error ratios for q = 0.05 to 0.025 bohr^-1: 16.011  16.018  16.007
Hydrogenic 1s pair at r = 0.05 bohr: n = 0.57604
  exact tau = 0.28802  TF = 1.14504  W/9 = 0.03200
  Lap/6 = -7.29647  sum = -6.11943
\end{verbatim}
